# Hydrogen's (+/−) level as the mean of its one-electron levels

## 1. Three energies and three crossings

Consider one interstitial hydrogen atom in a model oxide with a gap of 3.2 eV. It can be present as H⁺, H⁰ or H⁻. With the Fermi level at the valence-band maximum, let the formation energies be

$$E_+=0.2,\qquad E_0=1.8,\qquad E_-=2.8\quad\text{eV}.$$

Measure the Fermi level $E_F$ from the valence-band maximum. Making H⁺ sends one electron to the reservoir at $E_F$, which costs $+E_F$. Making H⁻ takes one electron from it, which contributes $-E_F$. The three formation energies, in eV, are therefore

$$0.2+E_F,\qquad 1.8,\qquad 2.8-E_F .$$

A transition level is the Fermi level at which two of these are equal:

- H⁺ and H⁰: $0.2+E_F=1.8$, so $\varepsilon(+/0)=1.6$ eV.
- H⁰ and H⁻: $1.8=2.8-E_F$, so $\varepsilon(0/-)=1.0$ eV.
- H⁺ and H⁻: $0.2+E_F=2.8-E_F$, so $2E_F=2.6$ and $\varepsilon(+/-)=1.3$ eV.

The third level is the mean of the first two, $(1.6+1.0)/2=1.3$ eV. Yet at $E_F=1.3$ eV the charged states both cost 1.5 eV, while H⁰ costs 1.8 eV. Neutral hydrogen is not the lowest state there, and its energy still enters both one-electron levels.

Changing $E_0$ shows why this does no harm. Raising it by 0.1 eV moves $\varepsilon(+/0)$ up to 1.7 eV and $\varepsilon(0/-)$ down to 0.9 eV. The mean stays at 1.3 eV.

## 2. The general relation

For charge $q$ in units of the elementary charge, write the formation energy as

$$E_q^{\rm f}(E_F)=E_q+qE_F,$$

$$E_q=E_{\rm tot}({\rm H},q)-E_{\rm tot}({\rm host})-\mu_{\rm H}+qE_V .$$

Here $E_{\rm tot}({\rm H},q)$ is the total energy of the host containing hydrogen in charge state $q$, $\mu_{\rm H}$ is the energy of a hydrogen atom in its reservoir, and $E_V$ is the valence-band maximum on the same electrostatic scale as the defect calculation. Each charge state has its lowest-energy relaxed structure. H⁺ may bind to oxygen while H⁻ sits near cations; the sites need not coincide. All three states must contain the same atoms, however. Hydrogen that has filled an oxygen vacancy is a different defect from interstitial hydrogen.

Equality of the formation energies of $q$ and $q'$ gives

$$E_q+q\varepsilon=E_{q'}+q'\varepsilon .$$

Collecting the terms in $\varepsilon$ on one side,

$$(q-q')\,\varepsilon=E_{q'}-E_q,\qquad
\varepsilon(q/q')=\frac{E_{q'}-E_q}{q-q'} .$$

For the three pairs the denominators are $1-0=1$, $0-(-1)=1$ and $1-(-1)=2$:

$$\varepsilon(+/0)=E_0-E_+,$$

$$\varepsilon(0/-)=E_--E_0,$$

$$\varepsilon(+/-)=\tfrac12(E_--E_+).$$

The factor ½ in the last line is there because two electrons are transferred, so $E_F$ enters the energy balance twice. Adding the first two lines removes $E_0$:

$$\varepsilon(+/0)+\varepsilon(0/-)=E_--E_+=2\,\varepsilon(+/-),$$

and hence

$$\boxed{\varepsilon(+/-)=\tfrac12\left[\varepsilon(+/0)+\varepsilon(0/-)\right].}$$

No inequality between $E_0$ and the other energies was used. What was used is that the same $E_0$ stands in both one-electron levels.

The hydrogen chemical potential cancels earlier, in each level separately, because it enters every $E_q$ as the same $-\mu_{\rm H}$. Hydrogen-rich conditions lower all three formation energies together and leave the crossings where they were.

**A limit: equal one-electron levels.** If $\varepsilon(+/0)=\varepsilon(0/-)$, the mean rule puts $\varepsilon(+/-)$ at the same place. All three formation-energy lines then meet at one point. Moving $E_0$ away from this value separates the one-electron levels symmetrically about the fixed two-electron level.

## 3. When is neutral hydrogen the lowest state?

Define the effective repulsion as the energy of the reaction $2{\rm H}^0\to{\rm H}^++{\rm H}^-$:

$$U_{\rm eff}=E_++E_--2E_0 .$$

The Fermi level drops out because the reaction conserves charge. Subtracting the one-electron levels gives the same quantity:

$$\varepsilon(0/-)-\varepsilon(+/0)=(E_--E_0)-(E_0-E_+)=U_{\rm eff}.$$

Together with the mean rule this yields

$$\varepsilon(+/0)=\varepsilon(+/-)-\tfrac12U_{\rm eff},\qquad
\varepsilon(0/-)=\varepsilon(+/-)+\tfrac12U_{\rm eff}.$$

H⁰ is the lowest state if it lies below both charged states:

$$E_0<E_++E_F\ \Rightarrow\ E_F>\varepsilon(+/0),$$

$$E_0<E_--E_F\ \Rightarrow\ E_F<\varepsilon(0/-).$$

Both conditions can hold only if $\varepsilon(+/0)<\varepsilon(0/-)$, that is, if $U_{\rm eff}>0$. The window then has width $U_{\rm eff}$, of which only the part inside the gap is normally accessible. For $U_{\rm eff}<0$ there is no such Fermi level: H⁺ is lowest below $\varepsilon(+/-)$ and H⁻ above it.

At the two-electron crossing, the energy of H⁰ relative to either charged state is

$$E_0-\left[E_++\varepsilon(+/-)\right]
=E_0-\tfrac12(E_++E_-)=-\tfrac12U_{\rm eff}.$$

In Section 1, $U_{\rm eff}=0.2+2.8-2(1.8)=-0.6$ eV, so H⁰ should lie 0.3 eV higher. This is the difference between 1.8 and 1.5 eV found there.

The sign of $U_{\rm eff}$ also decides what $\varepsilon(+/-)$ means physically. For negative $U_{\rm eff}$ it is the Fermi level at which the lowest charge state changes. For positive $U_{\rm eff}$ it is a crossing of two states that both lie above H⁰. The mean rule holds in both cases, but only in the first is the crossing a change of ground state.

## 4. A model in which relaxation sets the order

Two electrons on one atom repel each other, so one might expect the second electron to need a higher Fermi level than the first. Lattice relaxation can reverse this order. Let $n=1-q$ be the number of electrons in one orbital, so that $n=0,1,2$ stands for H⁺, H⁰, H⁻. Let $Q$ be a dimensionless lattice coordinate. With $E_F=0$ take

$$E_n(Q)=A+n\varepsilon_d+U\delta_{n2}+S(Q^2-2nQ).$$

$A$ is the energy of relaxed H⁺, $\varepsilon_d$ the orbital energy at $Q=0$, and $U>0$ the bare repulsion. The term $SQ^2$ is the elastic cost, and $-2SnQ$ is the gain from moving the lattice in response to the electrons.

Setting the derivative to zero gives $2SQ-2Sn=0$, so the minimum is at $Q=n$. There the lattice term is $S(n^2-2n^2)=-Sn^2$. The relaxation energy is thus $S$ for H⁰ and $4S$ for H⁻, and

$$E_+=A,\qquad E_0=A+\varepsilon_d-S,$$

$$E_-=A+2\varepsilon_d+U-4S .$$

The differences give the levels:

$$\varepsilon(+/0)=\varepsilon_d-S,$$

$$\varepsilon(0/-)=(2\varepsilon_d+U-4S)-(\varepsilon_d-S)=\varepsilon_d+U-3S,$$

$$\varepsilon(+/-)=\tfrac12(2\varepsilon_d+U-4S)=\varepsilon_d+\tfrac12U-2S.$$

The effective repulsion is $U_{\rm eff}=U-2S$. In this model neutral hydrogen loses its stability window when $2S>U$.

Take $A=0.2$, $\varepsilon_d=2.4$ and $U=1.0$ eV.

**Strong relaxation, $S=0.8$ eV.** The formulas give $E_0=0.2+2.4-0.8=1.8$ eV and $E_-=0.2+4.8+1.0-3.2=2.8$ eV. These are the energies of Section 1, with $U_{\rm eff}=1.0-1.6=-0.6$ eV.

**Weak relaxation, $S=0.2$ eV.** Now $\varepsilon(+/0)=2.4-0.2=2.2$ eV and $\varepsilon(0/-)=2.4+1.0-0.6=2.8$ eV. Their mean is 2.5 eV, equal to $2.4+0.5-0.4$ from the two-electron formula. H⁰ is lowest between 2.2 and 2.8 eV. At the (+/−) crossing it costs 2.4 eV, against 2.7 eV for either charged state.

Numerical minimization of the energy surfaces reproduces both sets of levels. A scan of the Fermi level across the gap finds no H⁰ window in the first case and one of 0.60 eV in the second.

**The rigid limit.** For $S\to0$ the levels become $\varepsilon_d$, $\varepsilon_d+U$ and $\varepsilon_d+U/2$. The bare repulsion alone then separates the one-electron levels. With the numbers above, $\varepsilon_d+U=3.4$ eV lies beyond the 3.2 eV gap, so (0/−) is in this limit a formal crossing and not a level in the gap.

## 5. What if neutral hydrogen has no minimum?

"Unstable" can mean two things. In the strong-relaxation case H⁰ has its own minimum at $Q=1$; it is merely never the lowest charge state. All three relaxed levels are then well defined.

A different situation arises if the neutral state with its electron localized at hydrogen has no minimum, so that every trial structure relaxes into a state of another kind, such as one with the electron in the conduction band. There is then no relaxed $E_0$ for localized H⁰, and no relaxed (+/0) or (0/−) level. One may still choose a reference structure $R$ and assign the neutral energy $E_0(R)$. With $E_+$ and $E_-$ relaxed as before,

$$\varepsilon_R(+/0)=E_0(R)-E_+,\qquad
\varepsilon_R(0/-)=E_--E_0(R).$$

Their mean is again $(E_--E_+)/2$. The one-electron levels depend on $R$; the two-electron level does not.

The effect of such a choice can be seen by freezing H⁰ in the strong-relaxation model. At $Q=0$ its energy is $0.2+2.4=2.6$ eV. The levels become $2.6-0.2=2.4$ eV and $2.8-2.6=0.2$ eV, with mean 1.3 eV. At $Q=0.5$ they are 1.8 and 0.8 eV, again with mean 1.3 eV.

The rule fails if the two one-electron levels use different neutral energies. With $E_0^a$ in the first and $E_0^b$ in the second,

$$\tfrac12\left[(E_0^a-E_+)+(E_--E_0^b)\right]
=\varepsilon(+/-)+\tfrac12(E_0^a-E_0^b).$$

Using the frozen 2.6 eV in (+/0) and the relaxed 1.8 eV in (0/−) makes the mean too high by $(2.6-1.8)/2=0.4$ eV.

**A delocalized electron.** Suppose the supposedly neutral state is really H⁺ plus a distant electron at the conduction-band edge $E_C$, measured like $E_F$ from the valence-band maximum. In the dilute limit, neglecting their binding, $E_0=E_++E_C$. Then

$$\varepsilon(+/0)=E_C,\qquad
\varepsilon(0/-)=E_--E_+-E_C=2\varepsilon(+/-)-E_C .$$

The arithmetic survives, but the first number is the band edge and not a level of a localized hydrogen state. The second inherits the same reference. As arithmetic only, take $E_+$ and $E_-$ of Section 1 and $E_C=3.2$ eV, ignoring that the localized H⁰ of that example, at 1.8 eV, lies below $E_++E_C=3.4$ eV. The second level is then $2(1.3)-3.2=-0.6$ eV. This lies below the valence-band maximum, so it is only a formal crossing.

The cancellation of $E_0$ from the mean matters in electronic-structure calculations. An error $\Delta$ in $E_0$ shifts the one-electron levels by $+\Delta$ and $-\Delta$, and leaves $\varepsilon(+/-)$ alone. An error $\delta$ common to $E_+$ and $E_-$, as from a finite-cell correction depending only on $q^2$, shifts them by $-\delta$ and $+\delta$. Again the mean is unchanged, while $U_{\rm eff}$ changes by $2\delta$. An error that differs between $E_+$ and $E_-$ does move the two-electron level, by half the difference. The mean rule is therefore a check on bookkeeping, not on the accuracy of the energies.

## 6. Why successive vertical levels need not obey the rule

In a vertical transition the atoms stay where they are while the charge changes. Let $R_+$, $R_0$ and $R_-$ be the relaxed structures. For successive electron capture, the first step occurs at $R_+$ and the second at $R_0$:

$$v_1=E_0(R_+)-E_+(R_+),$$

$$v_2=E_-(R_0)-E_0(R_0).$$

Subtract $2\varepsilon(+/-)=E_-(R_-)-E_+(R_+)$ from their sum and divide by two:

$$\tfrac12(v_1+v_2)-\varepsilon(+/-)=
\tfrac12\left[E_0(R_+)-E_0(R_0)\right]
+\tfrac12\left[E_-(R_0)-E_-(R_-)\right].$$

Each bracket is an energy above a minimum, so neither is negative. The capture mean cannot lie below the thermodynamic level.

For successive emission, H⁻ becomes H⁰ at $R_-$, and relaxed H⁰ becomes H⁺ at $R_0$. The corresponding levels are $E_-(R_-)-E_0(R_-)$ and $E_0(R_0)-E_+(R_0)$. The same subtraction gives

$$-\tfrac12\left[E_0(R_-)-E_0(R_0)\right]
-\tfrac12\left[E_+(R_0)-E_+(R_+)\right],$$

which cannot be positive.

In the model each bracket equals $S$, because adjacent minima are one unit of $Q$ apart and the elastic energy is $S$ times the squared displacement. The means are therefore displaced by $+S$ and $-S$. For $S=0.8$ eV, the capture levels are 2.4 and 1.8 eV, with mean 2.1 eV. The emission levels are 0.2 eV for H⁻ to H⁰ and 0.8 eV for H⁰ to H⁺, with mean 0.5 eV. The two means lie 0.8 eV above and below the thermodynamic 1.3 eV.

If all three charge states are held at one common structure, the energies again form a single triple and the algebra of Section 2 applies. The result is then the two-electron level of that frozen structure, which need not equal the relaxed one. In the model the two levels at $R_0$, 0.8 and 1.8 eV, do average to 1.3 eV, but only because H⁺ and H⁻ are both strained by the same $S$ there.

## 7. Finite temperature

At temperature $T$, let $Z_q$ be the partition function of charge state $q$ at $E_F=0$, and define $F_q=-kT\ln Z_q$. For dilute hydrogen in equilibrium with the electron reservoir, the populations satisfy

$$c_q\propto Z_qe^{-qE_F/kT}=e^{-(F_q+qE_F)/kT}.$$

Equal populations of two charge states mean equal $F_q+qE_F$. This is the equation of Section 2 with $F_q$ in place of $E_q$, so the mean rule holds for these thermal levels too.

For the model with a classical lattice coordinate, write the elastic energy near the minimum as $K_n(Q-Q_n)^2/2$. The Gaussian integral gives

$$Z_n=g_ne^{-E_n/kT}\sqrt{\frac{2\pi kT}{K_n}},$$

$$F_n=E_n-kT\ln g_n+\tfrac12kT\ln K_n+\text{const}.$$

The spin degeneracies are $g_0=1$, $g_1=2$, $g_2=1$. For equal stiffnesses, only H⁰ is shifted relative to the others, by $-kT\ln2$. Hence $\varepsilon(+/0)$ moves down by $kT\ln2$ and $\varepsilon(0/-)$ moves up by the same amount.

At 300 K this shift is 0.0179 eV. The strong-relaxation levels become $1.6-0.0179=1.5821$ eV and $1.0+0.0179=1.0179$ eV. Their mean remains 1.3000 eV. The extra digits serve to display the small shift; they claim no such accuracy for a real oxide.

If the stiffnesses differ, the two-electron level itself moves:

$$\varepsilon_T(+/-)=\tfrac12(F_--F_+)
=\varepsilon(+/-)+\tfrac14kT\ln\frac{K_-}{K_+}.$$

To test the rule in this case, let the elastic term be $S(1+n/2)Q^2$ with $S=0.8$ eV. Then $K_-/K_+=2$, and the shift is $0.02585\ln2/4=0.0045$ eV. The thermal one-electron levels are 1.8540 and 2.3550 eV; their mean is 2.1045 eV, as found directly from equal H⁺ and H⁻ populations.

The order of the levels has become normal although $S$ is unchanged. Minimizing $S(1+n/2)Q^2-2SnQ$ gives a relaxation energy $Sn^2/(1+n/2)$: $2S/3$ for H⁰ and $2S$ for H⁻. Thus $U_{\rm eff}=U-2S+2(2S/3)=U-2S/3$, which is positive here. The stiffer lattice suppresses the extra relaxation of H⁻.

The stiffness formula is classical and needs vibrational quanta small compared with $kT$. Stiff hydrogen vibrations violate this condition at room temperature. For quanta large compared with $kT$ the shift is the zero-point term $\hbar(\omega_--\omega_+)/4$; with $\hbar\omega_+=0.4$ eV and $K_-/K_+=2$ this is $0.1(\sqrt2-1)=0.041$ eV, about nine times the classical value. Their quantum free energies then belong in $F_q$, and the mean rule is unaffected.

## 8. Where hydrogen puts the Fermi level

Suppose hydrogen is the only important source of charge, with free carriers and other charged defects negligible. Neutrality then requires $c_+=c_-$. From the populations,

$$\frac{c_+}{c_-}=e^{-(F_+-F_-+2E_F)/kT}
=e^{-2[E_F-\varepsilon_T(+/-)]/kT}.$$

This ratio falls steadily with $E_F$ and equals one at $E_F=\varepsilon_T(+/-)$. Hydrogen therefore sets the Fermi level there, whether or not H⁰ is the majority species. This requires $c_+$ and $c_-$ to exceed the free-carrier density by far. That generally fails near or beyond a band edge, and at high temperature or low hydrogen content it can fail for a level well inside the gap.

The amount of H⁰ does depend on $U_{\rm eff}$. For equal stiffnesses, Section 3 gives its energy relative to H⁺ as $-U_{\rm eff}/2$, and spin supplies a factor of two:

$$\frac{c_0}{c_+}=2e^{U_{\rm eff}/2kT}.$$

In the strong-relaxation case at 300 K the exponent is $-0.6/(2\times0.02585)=-11.6$, and the ratio is $1.8\times10^{-5}$. Neutral hydrogen is almost absent at the Fermi level whose position its two one-electron levels correctly average. For positive $U_{\rm eff}$ much larger than $kT$, H⁰ dominates instead. The charged populations are then small, and even a low concentration of other charged defects can invalidate the neutrality condition used here.

In an amorphous oxide, each local environment $i$ has its own energies. If hydrogen stays in that environment, the rule holds for each $i$, and averaging over one common set of environments preserves it because the relation is linear. It need not hold between the most probable values of the three level distributions, or between averages taken over different sets of sites. Nor is the averaged level in general the Fermi level set by neutrality: for negative $U_{\rm eff}$ and a spread large compared with $kT$, equal numbers of H⁺ and H⁻ place $E_F$ near the median of the $\varepsilon(+/-)$ distribution, not its mean. For averages, it is enough to extend the condition met in Section 5: average all three levels over the same environments, and use the same neutral energy in both one-electron levels of each.

The numerical output below lists energies and levels for the model of Section 4, and the population ratio of H⁰ to H⁺ for strong relaxation at 300 K.

## Calculated quantities

```
Band gap: 3.20 eV
Orbital energy: 2.40 eV
Bare repulsion U: 1.00 eV
H+ formation energy at E_F = 0: 0.20 eV
[strong] relaxation energy S: 0.80 eV
[strong] H+: Q = 0.00 (dimensionless), E at E_F=0 = 0.200 eV
[strong] H0: Q = 1.00 (dimensionless), E at E_F=0 = 1.800 eV
[strong] H-: Q = 2.00 (dimensionless), E at E_F=0 = 2.800 eV
[strong] level (+/0): 1.600 eV
[strong] level (0/-): 1.000 eV
[strong] level (+/-): 1.300 eV
[strong] mean of one-electron levels: 1.300 eV
[strong] U_eff: -0.600 eV
[strong] scanned H0 stability window: 0.00 eV
[strong] at (+/-): H+ 1.500, H0 1.800, H- 1.500 eV
[weak] relaxation energy S: 0.20 eV
[weak] H+: Q = 0.00 (dimensionless), E at E_F=0 = 0.200 eV
[weak] H0: Q = 1.00 (dimensionless), E at E_F=0 = 2.400 eV
[weak] H-: Q = 2.00 (dimensionless), E at E_F=0 = 5.200 eV
[weak] level (+/0): 2.200 eV
[weak] level (0/-): 2.800 eV
[weak] level (+/-): 2.500 eV
[weak] mean of one-electron levels: 2.500 eV
[weak] U_eff: 0.600 eV
[weak] scanned H0 stability window: 0.60 eV
[weak] at (+/-): H+ 2.700, H0 2.400, H- 2.700 eV
Frozen H0 at Q=0.0: (+/0) 2.400, (0/-) 0.200, mean 1.300 eV
Frozen H0 at Q=0.5: (+/0) 1.800, (0/-) 0.800, mean 1.300 eV
Frozen H0 at Q=2.0: (+/0) 2.400, (0/-) 0.200, mean 1.300 eV
Mixed reference: H0 energies 2.600 and 1.800 eV
Mixed-reference error of the mean: +0.400 eV
Vertical capture: (+/0) 2.400, (0/-) 1.800, mean 2.100 eV
Vertical emission: (+/0) 0.800, (0/-) 0.200, mean 0.500 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Spin shift kT ln 2: 0.0179 eV
Thermal level (+/0): 1.5821 eV
Thermal level (0/-): 1.0179 eV
Thermal level (+/-): 1.3000 eV
Fermi level from hydrogen neutrality: 1.3000 eV
Population ratio H0/H+ there: 1.82e-05 (dimensionless)
Stiffness ratio K-/K+: 2.0 (dimensionless)
Unequal stiffness, thermal (+/0): 1.8540 eV
Unequal stiffness, thermal (0/-): 2.3550 eV
Unequal stiffness, thermal (+/-): 2.1045 eV
Entropy shift of (+/-): 0.0045 eV
```
